# Planar dechannelling from a transverse-energy Fokker-Planck equation with an absorbing boundary

Protons of 2 MeV enter silicon parallel to the (110) planes and are counted as channelled until their transverse energy reaches 13.5 eV. Suppose that nuclei scatter an ion in proportion to their density at its position. Where the potential reaches 13.5 eV, they then supply 78 % of the scattering. Yet removing the nuclear part of the diffusive scattering, with the boundary and the electron scattering held fixed, lengthens the decay length of the channelled fraction only from $7.64\times10^4$ to $7.70\times10^4$ Å, less than 1 %. The explanation lies in how scattering is averaged over an oscillation between the planes, and in how few of the counted orbits come near the nuclei.

## One well, two cells

Let $x$ be the distance from mid-channel, $z$ the depth, $\theta=dx/dz$ the small angle to the planes and $E_0=Mv^2/2$ the ion's kinetic energy, held fixed. The planes act through a continuous potential $U(x)$, with $U(0)=0$. The transverse energy is $E=E_0\theta^2+U(x)$. With $w=\sqrt{E_0}\,\theta$ this becomes $E=w^2+U$, and Newton's law with random scattering reads

$$dx=\frac{w}{\sqrt{E_0}}\,dz,\qquad dw=-\frac{U'(x)}{2\sqrt{E_0}}\,dz+\sqrt{h(x)}\,dW .$$

Here $dW$ is white noise with $\langle dW^2\rangle=dz$. This describes many small, independent deflections. In the differential of $w^2$ the square of the noise must be kept, because it is of order $dz$:

$$dE=2w\,dw+h\,dz+U'dx=h\,dz+2w\sqrt h\,dW .$$

The two force terms, $-wU'dz/\sqrt{E_0}$ and $+wU'dz/\sqrt{E_0}$, have cancelled. So $h$ is the mean gain of transverse energy per unit depth.

Take first a harmonic well $U=cx^2$ with uniform $h$. If $E$ changes little during an oscillation, $w^2$ may be replaced by its orbit average $E/2$. The variance of $E$ per unit depth is then $4h\langle w^2\rangle=2hE$, and the diffusion coefficient, half of this, is $hE$. The density $g(E,z)$ obeys

$$\frac{\partial g}{\partial z}=-\frac{\partial (hg)}{\partial E}+\frac{\partial^2(hEg)}{\partial E^2}
=h\frac{\partial}{\partial E}\left(E\frac{\partial g}{\partial E}\right),$$

since $\partial_E(Eg)=g+E\,\partial_Eg$ and the first piece cancels the drift. Ions are removed at $E=E_c$, so $g(E_c)=0$.

Measure $E$ in units of $E_c$ and depth in units of $E_c/h$, and call the scaled depth $s$. Cut $0<E<1$ into two cells of width 1/2 holding masses $m_1,m_2$, with densities $2m_1,2m_2$. The flux through a face is $E$ times the density drop divided by the distance.

- At $E=0$ the flux is zero.
- At $E=1/2$ the centres are 1/2 apart, so the flux is $\tfrac12(2m_1-2m_2)/\tfrac12=2m_1-2m_2$.
- At $E=1$ the density falls to zero over 1/4, so the flux is $2m_2/\tfrac14=8m_2$.

Therefore

$$\dot m_1=-2m_1+2m_2,\qquad \dot m_2=2m_1-10m_2 .$$

For $m\propto e^{-\lambda s}$ the determinant gives $(2-\lambda)(10-\lambda)-4=0$, or $\lambda^2-12\lambda+16=0$, with roots $\lambda=6\mp\sqrt{20}=1.528$ and $10.472$. The first equation gives $m_2/m_1=(2-\lambda)/2=0.236$ and $-4.236$ for the two modes. Starting with all ions in the lower cell, $(1,0)=0.947\,(1,0.236)+0.053\,(1,-4.236)$. Adding the two masses gives the surviving fraction

$$P(s)=1.171\,e^{-1.528s}-0.171\,e^{-10.472s}.$$

The slow amplitude exceeds one because an ion must first climb from low energy before it can be lost.

The continuous problem is solvable. With $\rho=\sqrt E$, the equation $h(Ef')'=-\lambda f$ becomes $\tfrac h4(f_{\rho\rho}+f_\rho/\rho)=-\lambda f$. Its regular solution is $J_0(2\rho\sqrt{\lambda/h})$. Absorption at $E_c$ requires

$$\lambda_n=\frac{h\,j_{0n}^2}{4E_c},$$

where $j_{0n}$ are the zeros of $J_0$. The lowest rate is $1.446\,h/E_c$, so two cells are 6 % too high relative to it. With 400 cells the first three rates agree with this formula to $1.0\times10^{-5}$.

## The general well

Let $\pm x_t(E)$ be the turning points of a symmetric well. Since $dz=\sqrt{E_0}\,dx/w$, an ion spends depth at $x$ in proportion to $1/\sqrt{E-U}$. Define, with all integrals from $-x_t$ to $x_t$,

$$\Phi=2\!\int\!\sqrt{E-U}\,dx,\qquad \Omega=\Phi'(E)=\int\!\frac{dx}{\sqrt{E-U}},\qquad F=2\!\int\! h\sqrt{E-U}\,dx .$$

The moving end points contribute nothing to $\Phi'$, because the integrand vanishes there. A full oscillation crosses the well twice, so the wavelength is $2\sqrt{E_0}\,\Omega$.

The averaged drift is $b=\Omega^{-1}\int h\,dx/\sqrt{E-U}$, which is $F'/\Omega$. The local diffusion coefficient is half of $4w^2h$, that is $2h(E-U)$, and its average is

$$D=\frac1\Omega\int\frac{2h(E-U)}{\sqrt{E-U}}\,dx=\frac F\Omega .$$

Write $g=\Omega f$. The flux is

$$J=bg-\partial_E(Dg)=F'f-\partial_E(Ff)=-F\,\partial_Ef,$$

and conservation of ions gives

$$\frac{\partial g}{\partial z}=\frac{\partial}{\partial E}\left[F\,\frac{\partial}{\partial E}\frac g\Omega\right],\qquad \frac g\Omega\Big|_{E_c}=0 .$$

No flux passes $E=0$, where $F=0$. The equation is the leading approximation when $\varepsilon=$ wavelength × decay rate is small.

A second solvable case is a flat channel between hard walls with uniform $h$. There $w$ only changes sign at a wall, so it diffuses freely with coefficient $h/2$ and is absorbed at $\pm\sqrt{E_c}$. The lowest mode $\cos(\pi w/2\sqrt{E_c})$ decays at

$$\lambda_1=\frac h2\,\frac{\pi^2}{4E_c}=1.234\,\frac h{E_c}.$$

At equal $h$ and $E_c$ this is 15 % slower than the harmonic well.

**The algorithm.** The two-cell construction carries over.

1. Choose equally spaced faces $E_0^f=0,\dots,E_N^f=E_c$ with spacing $\Delta$. Find $x_t$ at each by bisection. Substitute $x=x_t\sin\varphi$ and compute $\Phi$ and $F$ by Gauss quadrature.
2. Give cell $i$ the volume $V_i=\Phi(E_i^f)-\Phi(E_{i-1}^f)$, which is the integral of $\Omega$ over the cell. The integral for $\Omega$, singular at the turning points, is never evaluated.
3. Give interior face $i$ the conductance $c_i=F(E_i^f)/\Delta$. Set $c_0=0$ and $c_N=2F(E_c)/\Delta$, because the last centre is half a cell from the boundary.
4. With $m_i=V_if_i$ and $f_{N+1}=0$, conservation reads $\dot m_i=c_{i-1}(f_{i-1}-f_i)-c_i(f_i-f_{i+1})$.
5. Put $m_i=\sqrt{V_i}\,y_i$. Then $\dot y=-Ay$ with a symmetric tridiagonal matrix, $A_{ii}=(c_{i-1}+c_i)/V_i$ and $A_{i,i+1}=-c_i/\sqrt{V_iV_{i+1}}$.
6. From its orthonormal eigenvectors $v_n$ and rates $\lambda_n$, form

$$P(z)=\sum_nA_ne^{-\lambda_nz},\quad A_n=\Big(\sum_i v_{ni}\sqrt{V_i}\Big)\Big(\sum_i v_{ni}\frac{m_i(0)}{\sqrt{V_i}}\Big).$$

No depth step is needed.

The mean exit depth $\tau(E)$ provides a separate check. It obeys $b\tau'+D\tau''=-1$: over a short depth the expected remaining depth falls by that depth. Multiplication by $\Omega$ gives $(F\tau')'=-\Omega$. Integration from zero gives $F\tau'=-\Phi$, and $\tau(E_c)=0$ then yields

$$\tau(E)=\int_E^{E_c}\frac{\Phi(E')}{F(E')}\,dE'.$$

For uniform $h$, $F=h\Phi$ and $\tau=(E_c-E)/h$ whatever the well. In the two-cell example the lower cell has mean energy 1/4, so $\tau=0.75$. The modes give $1.171/1.528-0.171/10.472=0.75$ as well.

## Potential and scattering in silicon

The algebra here is in atomic units. Take the ion–atom interaction $V(R)=(Z_2/R)\sum_j\alpha_je^{-k_jR}$ with the Molière coefficients $\alpha=(0.10,0.55,0.35)$, $k=(6,1.2,0.3)/a$ and $a=0.8853\,Z_2^{-1/3}$. For a plane with $\sigma$ atoms per area at distance $s$, use $R^2=\rho^2+s^2$, so that $\rho\,d\rho=R\,dR$:

$$\sigma\int_s^\infty2\pi R\,V\,dR=2\pi Z_2\sigma\sum_j\frac{\alpha_j}{k_j}e^{-k_js}.$$

The planes lie at $(n+\tfrac12)d$. The geometric series from both sides add to

$$\frac{e^{-k(d/2-x)}+e^{-k(d/2+x)}}{1-e^{-kd}}=\frac{\cosh kx}{\sinh(kd/2)},$$

and therefore

$$U(x)=2\pi Z_2\sigma\sum_j\frac{\alpha_j}{k_j}\frac{\cosh k_jx-1}{\sinh(k_jd/2)} .$$

Between the planes this static charge consists of electrons alone, and Poisson's equation for a proton gives their density, $n_e=U''/4\pi$.

For nuclear scattering the impulse at impact parameter $b$ is $q=2Z_2/(bv)$. Its component along $x$ has mean square $q^2/2$, so the mean transverse-energy gain is $q^2/4M=Z_2^2/(Mv^2b^2)$. Integration over $2\pi b\,db$ gives, per unit density, $2\pi Z_2^2L_n/(Mv^2)=\pi Z_2^2L_n/E_0$. The logarithm $L_n$ runs up to $b=a$, a modelling choice. It starts at $b_c=Z_2/\sqrt{E_0E_c}$, where the deflection $\theta=Z_2/(E_0b)$ satisfies $E_0\theta^2=E_c$ and a single collision can remove the ion.

For electrons the same integral is written in $q$, with $db/b\to dq/q$ and largest value $2v$. An electron receives the mean energy $q^2/2$. If an excitation costs about $I$, its probability is about $\min(1,q^2/2I)$. Energy conservation fixes the momentum along the beam as $\max(I,q^2/2)/v$, which does not heat the transverse motion. With $y=q/2v$ and $r=I/2v^2$,

$$L_e=\int_r^{\sqrt r}\!\left(\frac yr-\frac ry\right)dy+\int_{\sqrt r}^1\!\left(\frac1y-y\right)dy .$$

The first integral is $\tfrac12(1-r)-\tfrac r2\ln(1/r)$ and the second is $\tfrac12\ln(1/r)-\tfrac12(1-r)$. Hence

$$L_e=\tfrac12(1-r)\ln\frac1r,\qquad h=\frac\pi{E_0}\left[n_eL_e+Z_2^2n_{\rm nuc}L_n\right].$$

In eV and Å the bracket is multiplied by $e^4$, with $e^2=14.40$ eV Å. The nuclear density $n_{\rm nuc}$ is a Gaussian about each plane with the thermal amplitude as its width. It is taken at the ion's own position. This local model leaves out the kicks from thermally displaced atoms that the ion passes at a distance.

The rough inputs are a lattice constant of 5.43 Å, a thermal amplitude of 0.075 Å and $I=173$ eV. They give $d=1.920$ Å and $a=0.194$ Å. The boundary is placed one screening length from a plane, at $x_c=0.766$ Å, where $E_c=U(x_c)=13.55$ eV. The critical angle is $\sqrt{13.55/2\times10^6}=2.60$ mrad.

With $r=0.0397$, $L_e=\tfrac12(0.960)(3.226)=1.55$. The radius $b_c=14(14.40)/\sqrt{2\times10^6\times13.55}=0.0387$ Å gives $L_n=\ln(0.1944/0.0387)=1.61$. At mid-channel $n_e=0.186$ Å⁻³, so

$$h(0)\simeq\frac{\pi(14.40)^2}{2\times10^6}(0.186)(1.55)=9.4\times10^{-5}\ \text{eV/Å}.$$

At $x_c$ it is $2.33\times10^{-3}$ eV/Å, of which nuclei supply $1.83\times10^{-3}$.

## Decay, and why local nuclear scattering matters little

A parallel beam enters uniformly in $x$ with $\theta=0$. The share $x_c/(d/2)=0.798$ starts below $E_c$; all survival fractions below are relative to this share. Its initial cumulative distribution in energy is $x_t(E)/x_c$.

The lowest rate is $1.309\times10^{-5}$ Å⁻¹, a decay length of $7.64\times10^4$ Å or 7640 nm. The next rate is 5.03 times larger. The mean exit depth is $7.58\times10^4$ Å both from the modes and from the quadrature for $\tau$. The wavelength at $E_c$ is 1705 Å, so $\varepsilon=1705\times1.309\times10^{-5}=0.022$.

To see what sets the rate, multiply $-(Ff')'=\lambda\Omega f$ by $f$ and integrate by parts. The end terms vanish because $F(0)=0$ and $f(E_c)=0$:

$$\lambda_1=\frac{\int F f'^2\,dE}{\int\Omega f^2\,dE}.$$

This quotient is stationary at the true mode, so a small extra scattering $\delta h$ changes $\lambda_1$ to first order by $\int\delta F\,f'^2dE/\int\Omega f^2dE$, with $\delta F=2\int\delta h\sqrt{E-U}\,dx$. Two things keep $\delta F$ small for the local nuclear term at this boundary. The factor $\sqrt{E-U}$ vanishes at the turning points, where nuclear scattering is strongest: an ion with $w=0$ has no transverse velocity for a random kick to add to or subtract from. Also, few orbits reach the nuclei. At distance $a$ from a plane the Gaussian falls by a factor $e$ over about $u^2/a=0.075^2/0.194=0.029$ Å, where $u$ is the thermal amplitude. Over the 0.029 Å just inside $x_c$ the potential drops by 1.4 eV, about a tenth of $E_c$. The nuclear term therefore acts mainly near the top of the energy range: about three quarters of its first-order effect on $\lambda_1$ comes from the top eighth. The small share belongs to this boundary. With the boundary at $0.8a$ from the plane the nuclear share of the rate is 3 %, and at $0.4a$ it is 14 %.

Replacing $h$ by its uniform average over $|x|<x_c$, $2.45\times10^{-4}$ eV/Å, discards this weighting and gives a decay length of $3.89\times10^4$ Å, about half the right one. That calculation also isolates the shape of the well: $\lambda_1E_c/h=13.55/(3.89\times10^4\times2.45\times10^{-4})=1.42$, between the hard-wall 1.23 and the harmonic 1.45. The true rate then corresponds to an effective uniform heating of $13.55\times1.309\times10^{-5}/1.42=1.25\times10^{-4}$ eV/Å, only a third above the mid-channel value.

## Stochastic trajectories

The trajectories solve the equations for $x$ and $w$ without orbit averaging. Each step $\delta z$ moves $x$ for half a step, changes $w$ by the force and a random kick of variance $h\,\delta z$, and moves $x$ again. The step is at most 1/60 of the wavelength at $E_c$.

An ion may cross $E_c$ and return within a step. Let its gaps below $E_c$ be $G_0$ and $G_1$ before and after, and $S^2=4w^2h\,\delta z$ the variance of $E$. By reflection, paths that touch the boundary are as numerous as paths from $-G_0$ to $G_1$. The crossing probability is the ratio of two Gaussians,

$$p=\exp\left[-\frac{(G_0+G_1)^2-(G_0-G_1)^2}{2S^2}\right]=e^{-2G_0G_1/S^2},$$

and the ion's weight is multiplied by $1-p$. This treats $S$ as constant within the step.

The table gives surviving fractions for 16,000 ions. "Energy" removes an ion at $E\ge E_c$, "position" at $|x|>x_c$.

| depth (10⁴ Å) | equation | energy | position |
|---|---|---|---|
| 1.91 | 0.750 | 0.751 | 0.784 |
| 3.82 | 0.602 | 0.600 | 0.640 |
| 7.64 | 0.372 | 0.367 | 0.405 |
| 11.46 | 0.226 | 0.222 | 0.254 |

Over six depths the largest difference between equation and energy criterion is 0.005, where the standard error is up to 0.004 and the test allowed 0.038. The late decay rate of the trajectories is 1.0 % above $\lambda_1$, with a standard error of 1.6 %. Over the same depths the equation's own curve falls 1 % slower than $\lambda_1$, because the higher modes have not fully died out, so the like-for-like difference is 2 %. A second run of 6000 ions had oscillations three times faster at the same $h$, which reduces $\varepsilon$ threefold. It differs by at most 0.008, with standard error up to 0.006. Neither run resolves an averaging error, so the pair does not measure how that error shrinks. The fast run does reject the uniform average of $h$, which misses it by 0.24.

The position criterion retains more ions. Reaching $|x|=x_c$ requires $E\ge E_c$, so position loss cannot precede energy loss, and an ion that crosses $E_c$ near mid-channel may fall back below $E_c$ before it reaches $|x|=x_c$. Between $5.73\times10^4$ and $11.46\times10^4$ Å the position curve falls from 0.512 to 0.254, a rate of $\ln(2.016)/5.73\times10^4=1.22\times10^{-5}$ Å⁻¹, 6.5 % below $\lambda_1$ and about 6 % below the equation's own rate over these depths. A natural scale is the energy spread gained in one wavelength. At $0.6E_c$, with $D=1.12\times10^{-3}$ eV²/Å and a wavelength of 1870 Å, it is $\sqrt{2\times1.12\times10^{-3}\times1870}\simeq2$ eV, and close to $E_c$ it is about 3 eV, not negligible beside 13.5 eV. This spread varies as the square root of the wavelength, so I conjecture that the difference between the criteria shrinks more slowly than $\varepsilon$.

## What the number is worth

Proton implantation at MeV energies is used in silicon power devices, and 2 MeV lies in that regime. Tilting the wafer away from the planes suppresses channelling; the parallel beam here represents alignment, deliberate or accidental, to well within the critical angle of 2.6 mrad. One assumption that a real implant plainly breaks is constant energy. Random stopping of 2.7 eV/Å would remove 10 % of $E_0$ over one decay length; channelled ions usually lose less, because they meet fewer electrons. At that reduced energy the decay length is $7.1\times10^4$ Å, 7 % shorter. The same stopping $S$ also damps the transverse motion, $dE/dz=-Sw^2/E_0$, which the equation leaves out; at $S=2.7$ eV/Å this alone would lengthen the decay by about 3 %.

Two other choices move the result more, each varied alone. A smooth oscillator form of the electron excitation probability lowers $L_e$ to 1.35 and lengthens the decay to $8.7\times10^4$ Å. Placing the boundary at $0.8a$ from the plane gives $8.3\times10^4$ Å. Thermal smearing of the potential raises $E_c$ by 3 %, to 14.0 eV; its effect on the decay length was not computed. Varied one at a time, these choices give decay lengths of about 7 to 9 µm; changed together, they can move the result further.

Two simplifications can matter at least as much. First, $I=173$ eV is a mean over all electrons of the atom, but the electrons at mid-channel are mostly valence electrons, which are excited at lower energies. With 17 eV, near the plasmon energy of silicon, $L_e$ would be 2.76 instead of 1.55, so the heating there would be stronger and the decay length shorter, $4.3\times10^4$ Å if this value is applied to all electrons. Second, thermally displaced atoms deflect ions that pass them at a distance. The local nuclear term omits this. Replacing it by the variance of the Molière impulse over independent thermal displacements raises the share of atomic scattering in the loss to about 16 % and shortens the decay length to about $6.5\times10^4$ Å. The decay length and the small nuclear share therefore describe this model and are not predictions for real silicon.

Three conditions behind the classical diffusion picture need a check. Within the local model, single hard nuclear collisions, which $h$ leaves out, remove ions at an estimated 0.6 % of $\lambda_1$. Counting both transverse directions, the nuclear kicks kept in $h$ have energies from $E_c(b_c/a)^2\simeq0.5$ eV up to $E_c$, so for them diffusion is only a rough description. A single electron kick $\delta w$ gives an ion with $w=0$ at most $\delta w^2=0.6$ eV. For a moving ion the change of $E$ also contains $2w\,\delta w$, and near $E_c$ at mid-channel it can reach $2\sqrt{13.55\times0.593}+0.593\simeq6$ eV. This is not small beside $E_c$, so diffusion is an approximation for the electrons too. About 32 quantum levels lie below $E_c$, which supports classical orbits except near the bottom of the well. Crystal defects, surface oxide, beam divergence and recapture of lost ions are left out; defects in particular would add scattering that this $h$ does not contain. The values of the main calculation are in the numerical output.

## Table of computed values

```
proton energy E0 = 2.000e+06 eV; lattice constant = 5.43 A
thermal amplitude = 0.075 A; excitation I = 173 eV
plane spacing d = 1.9198 A; screening length = 0.1944 A
boundary xc = 0.7655 A from mid-channel
critical energy Ec = 13.547 eV; U at plane = 28.51 eV
critical angle sqrt(Ec/E0) = 2.603 mrad
share entering below Ec = 0.7975
r = I/(2 m v^2) = 0.0397; electron log = 1.5491
hard-collision radius = 0.0387 A; nuclear log = 1.6132
electron density: centre 0.1861, xc 1.0020 per A^3
h at centre = 9.387e-05 eV/A
h at xc = 2.334e-03 eV/A, nuclear part 1.828e-03 eV/A
at 0.6 Ec: drift 1.710e-04 eV/A, diffusion 1.117e-03 eV^2/A
harmonic test, largest relative error of 3 rates = 1.0e-05
decay rate lambda1 = 1.3090e-05 1/A
decay length = 7.6393e+04 A = 7639 nm
lambda2/lambda1 = 5.034; amplitude A1 = 1.0146
mean exit depth: modes 7.5773e+04 A, quadrature 7.5778e+04 A
wavelength at Ec = 1705.3 A; epsilon = 0.0223
trajectories: 16000 real, 6000 with 3x faster oscillation
depth (A) | Fokker-Planck | real, energy | real, position | fast, energy
1.910e+04 | 0.7496 | 0.7506 | 0.7837 | 0.7454
3.820e+04 | 0.6024 | 0.5997 | 0.6396 | 0.6002
5.729e+04 | 0.4755 | 0.4728 | 0.5122 | 0.4789
7.639e+04 | 0.3722 | 0.3669 | 0.4054 | 0.3802
9.549e+04 | 0.2904 | 0.2872 | 0.3231 | 0.2928
1.146e+05 | 0.2263 | 0.2217 | 0.2541 | 0.2298
largest deviation, real = 0.0053 (allowed 0.0381)
largest deviation, fast = 0.0080 (allowed 0.0333)
late decay rate, real trajectories = 1.3219e-05 1/A (relative standard error 0.016)
uniform average of h = 2.447e-04 eV/A: decay length 3.889e+04 A
largest deviation of that wrong average from fast run = 0.2424
random stopping = 2.699 eV/A
energy loss over one decay length = 2.062e+05 eV = 10.3 % of E0
decay length at the reduced energy = 7.124e+04 A
decay length without nuclear scattering = 7.702e+04 A
oscillator electron log = 1.3533: decay length 8.735e+04 A
boundary at 0.8 screening length: Ec 15.65 eV, decay length 8.311e+04 A
Ec with thermal smearing = 13.963 eV
hard nuclear collisions: rate / lambda1 = 0.0060
largest single electron kick = 0.593 eV
quantum levels below Ec (action / 2 pi hbar) = 32.2
```
